\section*{Thermal Casimir–Polder attraction between two molecules at micrometre distances}

\section*{The question}

Two non-polar molecules are held several micrometres apart in vacuum at 300 K, in equilibrium with the thermal radiation around them. How large is their attractive pair potential, and with what power of the distance does it fall off? At zero temperature the answer comes from an integral over imaginary frequencies. At finite temperature a sum takes its place, and the question is what that change does to the size and the scaling.

\section*{What is being calculated}

Hartree atomic units are used, with $\hbar=1$ and $c\approx137$; the Coulomb energy of two unit charges is $1/R$. Distances are quoted in micrometres.

At fixed temperature the mean force between the molecules is $-\partial F/\partial R$, where $F(R,T)$ is the free energy of interaction, set to zero at infinite separation. The pair potential at finite temperature is therefore a free energy.

Each molecule is an isotropic linear responder without a permanent dipole, small compared with $R$. It is represented by harmonic oscillators, so that at imaginary frequency
\begin{equation}
\alpha(i\xi)=\sum_j\frac{a_j}{1+\xi^2/\omega_j^2},\qquad a_j\ge0 .
\label{eq:alpha}
\end{equation}
The $a_j$ and $\omega_j$ do not depend on temperature. For electronic response this requires $kT$ to be far below the excitation energies.

\section*{From normal modes to a sum over frequencies}

Oscillators coupled linearly to the electromagnetic field form one large harmonic system with normal frequencies $\omega_j(R)$. One mode has the partition function $\sum_{m\ge0}e^{-\omega(m+1/2)/kT}=1/[2\sinh(\omega/2kT)]$, and hence the free energy
\begin{equation}
F_\omega=kT\ln\left[2\sinh\frac{\omega}{2kT}\right].
\end{equation}
The product formula $\sinh x=x\prod_{n\ge1}(1+x^2/\pi^2n^2)$, with $x=\omega/2kT$, introduces the Matsubara frequencies
\begin{equation}
\xi_n=2\pi nkT,\qquad \frac{x^2}{\pi^2n^2}=\frac{\omega^2}{\xi_n^2},
\end{equation}
so that
\begin{equation}
F_\omega=kT\left[\tfrac12\ln\frac{\omega^2}{(kT)^2}+\sum_{n\ge1}\ln\frac{\omega^2+\xi_n^2}{\xi_n^2}\right].
\end{equation}
The first term has the form of the others at $\xi_0=0$, but with weight one half. A prime on a sum will denote this halving. The denominators do not depend on $\omega$ and cancel when the free energy at infinite separation is subtracted:
\begin{equation}
F(R,T)=kT\sum_{n\ge0}{}^{'}\ln D(\xi_n),\qquad
D(\xi)=\prod_j\frac{\omega_j^2(R)+\xi^2}{\omega_j^2(\infty)+\xi^2}.
\label{eq:modes}
\end{equation}

The product can be found without knowing the modes. The $\omega_j^2$ are the eigenvalues of the mass-weighted stiffness matrix $K$, so $\prod_j(\omega_j^2+\xi^2)=\det(K+\xi^2)$. Divide $K+\xi^2$ into blocks for the field coordinates $q$ and the dipoles $d$. Then
\begin{equation}
\det\begin{pmatrix}M_{qq}&M_{qd}\\M_{dq}&M_{dd}\end{pmatrix}
=\det M_{qq}\,\det\left(M_{dd}-M_{dq}M_{qq}^{-1}M_{qd}\right).
\end{equation}
The first factor belongs to the free field and does not contain $R$. The second is the response matrix of the dipoles once the field has been eliminated. Its meaning follows from the equation for molecule $A$ in an applied field, $\alpha_A^{-1}d_A-Gd_B=E_A$, where $Gd_B$ is the full electric field, Coulomb part included, that $d_B$ produces at $A$. The reaction of a dipole to its own field does not depend on $R$ and is included in $\alpha$. Apart from factors that do not depend on $R$, the second determinant is
\begin{equation}
\det\begin{pmatrix}\alpha_A^{-1}&-G\\-G&\alpha_B^{-1}\end{pmatrix}
=(\alpha_A\alpha_B)^{-3}\det(1-\alpha_A\alpha_BG^2).
\end{equation}
Since $G\to0$ at infinite separation, $D=\det(1-\alpha_A\alpha_BG^2)$.

\section*{The field of a dipole at imaginary frequency}

For a dipole $d\,e^{-i\omega t}$ and $k=\omega/c$, the vector potential in Lorenz gauge obeys $(\nabla^2+k^2)\mathbf A=4\pi ik\,\mathbf d\,\delta(\mathbf r)$, because the current is $-i\omega\mathbf d\,\delta(\mathbf r)$. With $g=e^{ikr}/r$ the solution is $\mathbf A=-ik\,\mathbf d\,g$. The gauge condition $\nabla\cdot\mathbf A=ik\phi$ gives $\phi=-\nabla\cdot(\mathbf d\,g)$, and
\begin{equation}
\mathbf E=-\nabla\phi+ik\mathbf A=\nabla\,\nabla\cdot(\mathbf d\,g)+k^2\mathbf d\,g .
\end{equation}
At $\omega=i\xi$ we have $k=i\kappa$ with $\kappa=\xi/c$, so $G=(\nabla\nabla-\kappa^2)f$ with $f=e^{-\kappa r}/r$. The derivatives needed are
\begin{equation}
f'=-\frac{(1+\kappa r)e^{-\kappa r}}{r^2},\qquad
f''=\frac{(2+2\kappa r+\kappa^2r^2)e^{-\kappa r}}{r^3}.
\end{equation}
For a function of $r$ alone, $\nabla\nabla f$ has the eigenvalue $f''$ along the axis and $f'/r$, twice, across it. With $y=\xi R/c$ the eigenvalues of $G$ are
\begin{align}
G_\parallel&=f''-\kappa^2f=\frac{2(1+y)e^{-y}}{R^3},\\
G_\perp&=\frac{f'}{R}-\kappa^2f=-\frac{(1+y+y^2)e^{-y}}{R^3}\quad\text{(twice)}.
\end{align}
At $y=0$ these are the static dipole fields $2/R^3$ and $-1/R^3$.

When $\alpha_A\alpha_B/R^6\ll1$, the logarithm may be expanded: $\ln\det(1-X)=\mathrm{Tr}\ln(1-X)\approx-\mathrm{Tr}\,X$. The trace is
\begin{align}
R^6e^{2y}\,\mathrm{Tr}\,G^2&=4(1+y)^2+2(1+y+y^2)^2\nonumber\\
&=(4+8y+4y^2)+(2+4y+6y^2+4y^3+2y^4)\nonumber\\
&=2P(y),\qquad P(y)=3+6y+5y^2+2y^3+y^4 .
\end{align}
Equation \eqref{eq:modes} becomes, at leading order in $\alpha_A\alpha_B$,
\begin{equation}
F(R,T)=-\frac{2kT}{R^6}\sum_{n\ge0}{}^{'}\alpha_A(i\xi_n)\,\alpha_B(i\xi_n)\,P(y_n)\,e^{-2y_n},
\qquad y_n=\frac{\xi_nR}{c}.
\label{eq:sum}
\end{equation}

\section*{The zero-temperature scale for comparison}

Neighbouring Matsubara frequencies are $\Delta\xi=2\pi kT$ apart. As $T\to0$ the primed sum, which is a trapezoidal rule, turns into an integral, $kT\sum'\to(1/2\pi)\int_0^\infty d\xi$:
\begin{equation}
F(R,0)=-\frac{1}{\pi R^6}\int_0^\infty d\xi\,\alpha_A(i\xi)\,\alpha_B(i\xi)\,P(y)\,e^{-2y}.
\label{eq:zero}
\end{equation}
Reading this step backwards is the replacement of the frequency integral by a Matsubara sum.

At distances so short that $y\ll1$ wherever the polarizabilities matter, $P(y)e^{-2y}\to3$ and $F\to-C_6/R^6$. For one oscillator in each molecule, partial fractions give
\begin{equation}
\int_0^\infty\frac{\omega_A^2\omega_B^2\,d\xi}{(\xi^2+\omega_A^2)(\xi^2+\omega_B^2)}
=\frac{\omega_A^2\omega_B^2}{\omega_B^2-\omega_A^2}\,\frac{\pi}{2}\left(\frac1{\omega_A}-\frac1{\omega_B}\right)
=\frac{\pi}{2}\,\frac{\omega_A\omega_B}{\omega_A+\omega_B},
\end{equation}
and multiplication by $(3/\pi)\,\alpha_A(0)\alpha_B(0)$ yields
\begin{equation}
C_6=\frac32\,\alpha_A(0)\,\alpha_B(0)\,\frac{\omega_A\omega_B}{\omega_A+\omega_B}.
\label{eq:london}
\end{equation}

At large distances the exponential admits only frequencies up to a few times $c/R$, where the polarizabilities have their static values. With $d\xi=(c/R)\,dy$ and $\int_0^\infty y^me^{-2y}dy=m!/2^{m+1}$,
\begin{equation}
\int_0^\infty P(y)e^{-2y}dy=\frac32+\frac64+\frac{10}{8}+\frac{12}{16}+\frac{24}{32}=\frac{23}{4},
\end{equation}
so that
\begin{equation}
F(R,0)\to-\frac{23\,c\,\alpha_A(0)\,\alpha_B(0)}{4\pi R^7}.
\label{eq:retarded}
\end{equation}
The extra power of $1/R$ comes from the width of the contributing frequency range, which is proportional to $c/R$.

\section*{What temperature changes at large distance}

At finite temperature that range cannot shrink without limit, because the frequencies are discrete. Define the thermal length $\lambda_T=c/kT$. Then
\begin{equation}
y_n=ny_1,\qquad y_1=\frac{2\pi kTR}{c}=\frac{2\pi R}{\lambda_T}.
\end{equation}
Every term with $n\ge1$ carries a factor $e^{-2ny_1}$. The $n=0$ term has none, and with $P(0)=3$ and weight one half it gives
\begin{equation}
F_{\rm th}=-\frac{2kT}{R^6}\cdot\frac12\cdot3\,\alpha_A(0)\,\alpha_B(0)
=-\frac{3kT\,\alpha_A(0)\,\alpha_B(0)}{R^6}.
\label{eq:thermal}
\end{equation}
This is the large-distance law. It contains neither $c$ nor, when units are restored, $\hbar$: it is the interaction of classical, static dipole fluctuations, for which retardation plays no part.

The power $R^{-6}$ returns, but the London coefficient does not. From \eqref{eq:london}, for one oscillator per molecule,
\begin{equation}
\frac{3kT\alpha_A(0)\alpha_B(0)}{C_6}=2kT\,\frac{\omega_A+\omega_B}{\omega_A\omega_B},
\end{equation}
which is small whenever $kT$ is far below the electronic frequencies.

The remainder can be bounded. Dividing \eqref{eq:sum} by \eqref{eq:thermal} gives
\begin{equation}
\frac{F}{F_{\rm th}}-1=\frac23\sum_{n\ge1}
\frac{\alpha_A(i\xi_n)\alpha_B(i\xi_n)}{\alpha_A(0)\alpha_B(0)}\,P(ny_1)\,e^{-2ny_1}.
\end{equation}
All terms are positive. By \eqref{eq:alpha} the ratio of polarizabilities is at most one, and $P(ny_1)\le n^4P(y_1)$ because no power in $P$ exceeds the fourth. Therefore
\begin{equation}
0\le\frac{F}{F_{\rm th}}-1\le\frac23P(y_1)e^{-2y_1}\sum_{n\ge1}n^4e^{-2(n-1)y_1}.
\label{eq:bound}
\end{equation}
The correction dies out as $e^{-4\pi R/\lambda_T}$ times a polynomial. The decay length is $\lambda_T/4\pi$, much shorter than $\lambda_T$ itself, but the polynomial delays the onset.

A simple estimate of the crossover equates \eqref{eq:retarded} and \eqref{eq:thermal}:
\begin{equation}
\frac{23c}{4\pi R_\times}=3kT\quad\Longrightarrow\quad
R_\times=\frac{23}{12\pi}\,\lambda_T\approx0.61\,\lambda_T .
\label{eq:cross}
\end{equation}
Well beyond it, the free energy of interaction exceeds its zero-temperature value by the factor $F_{\rm th}/F(R,0)=R/R_\times$. The force $-\partial F/\partial R$ gains a factor 6 from $R^{-6}$ and 7 from $R^{-7}$, so its ratio is $\tfrac67R/R_\times$.

\section*{Numbers at 300 K}

At 300 K, $kT=9.500\times10^{-4}$ hartree. This gives
\begin{equation}
\lambda_T=\frac{137.036}{9.500\times10^{-4}}=1.442\times10^5\ \text{bohr}=7.63\ \mu\text{m},
\end{equation}
a decay length $\lambda_T/4\pi=0.61\ \mu$m and a crossover at $R_\times=4.66\ \mu$m. At $R=\lambda_T$ we have $y_1=2\pi$, and the leading correction is $\tfrac23\times2292.7\times3.487\times10^{-6}=0.0053$, or half a percent of $F_{\rm th}$.

For the size of the potential, take round model parameters: $\alpha_A(0)=10$, $\alpha_B(0)=20$, $\omega_A=0.5$ and $\omega_B=0.4$. Then
\begin{align}
C_6&=1.5\times200\times\frac{0.20}{0.90}=66.7,\\
3kT\alpha_A(0)\alpha_B(0)&=3\times9.500\times10^{-4}\times200=0.570 .
\end{align}
The thermal coefficient is 0.0086 of the London one, smaller by a factor of about 117.

At $R=5\ \mu$m $=9.449\times10^4$ bohr, $y_1=4.116$ and $P(y_1)=538.8$. Relative to the $n=0$ term, the next two terms are 0.0955 and 0.0003. Hence
\begin{equation}
F=-\frac{0.570}{(9.449\times10^4)^6}\times1.096=-8.8\times10^{-31}\ \text{hartree}.
\end{equation}
This is about $9\times10^{-28}\,kT$, so for a single pair the attraction has no noticeable effect on the thermal motion. The result matters as a scaling law, not as a force to be felt by two molecules.

The sum \eqref{eq:sum} gives the following values. The last column is the local exponent $p=-d\ln|F|/d\ln R$.

\begin{center}
\begin{tabular}{rcccc}
$R/\mu$m & $F$/hartree & $F/F(R,0)$ & $F/F_{\rm th}$ & $p$\\
\hline
0.001 & $-1.46\times10^{-6}$ & 1.000 & 116.8 & 6.00\\
0.1 & $-5.17\times10^{-19}$ & 1.000 & 41.3 & 6.80\\
1 & $-5.82\times10^{-26}$ & 1.000 & 4.65 & 7.00\\
3 & $-2.72\times10^{-29}$ & 1.022 & 1.587 & 6.92\\
5 & $-8.78\times10^{-31}$ & 1.177 & 1.096 & 6.44\\
7 & $-1.08\times10^{-31}$ & 1.520 & 1.011 & 6.09\\
10 & $-1.25\times10^{-32}$ & 2.148 & 1.000 & 6.00
\end{tabular}
\end{center}

The exponent starts at the London value 6, rises to nearly 7 around 1 $\mu$m, where retardation is developed and temperature is still unimportant, and comes back to 6. The fall of $F/F_{\rm th}$ from 117 to 1 measures the strength lost in the retarded region. The thermal law \eqref{eq:thermal} holds to 10\% of its own value beyond 4.96 $\mu$m and to 1\% beyond 7.09 $\mu$m. At 10 $\mu$m the free energy of interaction is 2.15 times its zero-temperature value, in agreement with $R/R_\times=10/4.66$.

The numerical check also obtains $F$ from the normal modes of two oscillator molecules coupled to a discretized photon field. These values agree with \eqref{eq:sum} to 0.5\% or better at the three temperatures tested, where the test allows 1.5\%.

\section*{The attraction becomes entropic}

The internal energy of interaction is $U=F+TS=F-T\,\partial F/\partial T$. Since $F_{\rm th}$ is proportional to $T$,
\begin{equation}
U_{\rm th}=F_{\rm th}-T\,\frac{F_{\rm th}}{T}=0,\qquad F_{\rm th}=-TS_{\rm th}.
\end{equation}
Bringing the molecules closer raises the entropy of the coupled system, and in the thermal limit this entropy supplies the whole force. At shorter distances the internal energy contributes too. For the purely electronic model used here it makes up 0.53 of $F$ at $R_\times$, and a larger share at shorter distances. In the example $U/F$ falls from 0.999 at 1 $\mu$m to 0.44 at 5 $\mu$m and 0.004 at 10 $\mu$m.

\section*{Where the estimate stops being valid}

As long as the polarizabilities keep their static values up to $\xi_1$, the distances scale as $1/T$: halving the temperature doubles $\lambda_T$ and $R_\times$. The coefficient in \eqref{eq:thermal} scales as $T$ as long as the static polarizabilities are constant. Molecules with permanent dipoles that can turn violate this condition, since their orientational response depends on temperature.

The static polarizability must include the vibrational response. A vibration contributes its full $a_j$ to the $n=0$ term, even if its frequency is so low that it adds little at $\xi_1=5.97\times10^{-3}$ hartree and above. The model parameters used here describe electronic response alone, so an infrared-active molecule would need a larger $\alpha(0)$ in \eqref{eq:thermal}. The crossover moves as well. Equation \eqref{eq:cross}, the factor $R/R_\times$ and the exponent close to 7 assume that $\alpha(i\xi)$ is still static at $c/R_\times\approx1.6\times10^{-3}$ hartree and at $\xi_1$, and vibrational frequencies lie in this range. Adding to each model molecule a vibration with 10\% of the electronic polarizability at $3\times10^{-3}$ hartree moves the distance where $F(R,0)=F_{\rm th}$ from 4.66 to 4.40 $\mu$m and the 10\% distance from 4.96 to 4.80 $\mu$m. A vibration with 40\% at $4\times10^{-3}$ hartree gives 4.04 and 4.51 $\mu$m and lowers the exponent at 1 $\mu$m to 6.8.

The derivation also assumes thermal equilibrium, because the Matsubara sum came from giving every normal mode the same temperature. If the molecules and the radiation have different temperatures, the use of the sum needs a separate justification. At short range, the point-dipole description degrades when the molecules come within a few molecular diameters. The expansion of the logarithm needs $4\alpha_A\alpha_B/R^6\ll1$, the largest eigenvalue of $\alpha_A\alpha_BG^2$; for the model parameters this quantity reaches one only near 3 bohr. Neither limit matters at micrometre distances.

\section*{Computed results}
\begin{verbatim}
Normal modes against Matsubara sum (c = R = 1, reduced units)
 static alpha 2.0e-04, oscillator frequency 3.0, photon modes 400
 xi_1 = 0.5: F modes -5.2429e-08, F sum -5.2174e-08, ratio 1.0049
 xi_1 = 1.5: F modes -5.2791e-08, F sum -5.2535e-08, ratio 1.0049
 xi_1 = 6.0: F modes -1.1465e-07, F sum -1.1463e-07, ratio 1.0002
 xi_1 = 6.0: F modes / thermal law 1.00052
Worked example
 T = 300 K, kT = 9.50043e-04 hartree, c = 137.036 a.u.
 alpha_A = 10, alpha_B = 20 a.u.; frequencies 0.5, 0.4 hartree
 first Matsubara frequency xi_1 = 5.96930e-03 hartree
 thermal length c/kT = 7.633 um = 1.4424e+05 bohr
 decay length c/(4 pi kT) = 0.6074 um
 crossover distance = 4.657 um, over thermal length 0.6101
 London C6 = 66.667 a.u.
 thermal coefficient 3 kT aA aB = 0.57003 a.u.
 thermal coefficient / C6 = 0.00855
 thermal law within 10 percent beyond 4.957 um
 thermal law within 1 percent beyond 7.093 um
 at R = c/kT: P(y_1) = 2292.7, exp(-2 y_1) = 3.4873e-06
 at R = c/kT: excess over thermal law 0.005329, leading estimate 0.005330
Terms at R = 5 um, relative to the n = 0 term
 n = 1: y = 4.1158, P = 538.81, term = 9.5547e-02
 n = 2: y = 8.2317, P = 6098.20, term = 2.8744e-04
 n = 3: y = 12.3475, P = 27848.63, term = 3.4865e-07
R/um | F/hartree | F/F(T=0) | F/thermal law | local exponent
  0.001 | -1.4622e-06 | 1.0000 | 116.81773 | 6.0022
  0.010 | -1.3666e-12 | 1.0000 | 109.18101 | 6.1065
  0.100 | -5.1734e-19 | 1.0000 | 41.33078 | 6.8044
  1.000 | -5.8214e-26 | 1.0002 | 4.65078 | 6.9959
  3.000 | -2.7244e-29 | 1.0223 | 1.58669 | 6.9157
  5.000 | -8.7786e-31 | 1.1767 | 1.09583 | 6.4362
  7.000 | -1.0758e-31 | 1.5199 | 1.01113 | 6.0882
 10.000 | -1.2521e-32 | 2.1480 | 1.00029 | 6.0037
 15.000 | -1.0989e-33 | 3.2211 | 1.00000 | 6.0000
Internal energy U over free energy F
 R = 1 um: U/F = 9.989e-01
 R = 5 um: U/F = 4.363e-01
 R = 10 um: U/F = 3.678e-03
 R = 15 um: U/F = 7.306e-06
|F|/kT at 5 um = 9.240e-28
\end{verbatim}
